Delay of an Electrothermal Switch Just Above Its Turning Voltage, part 2

A film between two electrodes heats itself and conducts better when hot. A constant voltage V is switched on with the film at the ambient temperature T0, and the delay t is the time its temperature T takes to reach a fixed Te. With heat capacity C, thermal resistance R to the surroundings and τ = RC,

τ dT/dt = r(T,V),  r(T,V) = P(T,V) − (T − T0),  P = R V² G,

G(T,V) = G0 exp[−W(V)/(kT)],  W(V) = Ea − β√V.

Here G0 is a constant, Ea the zero-field barrier and β the Poole–Frenkel coefficient. Energies are in electronvolts, k is Boltzmann's constant in eV/K, and r is in kelvin per τ. Subscripts T and V denote partial derivatives.

The cool steady state ends at the turning voltage V* and temperature T*, where r = r_T = 0 and the current is I*. With u = T − T* and overvoltage η = V/V* − 1, the rate near this point is

r ≈ Aη + Bu²,  A = V* P_V,  B = P_TT/2,

and there V P_V = mP. The bottleneck has natural width s = √(Aη/B), and r has complex zeros near T* ± is. With z the upper zero and an arc from T0 to Te passing above it,

t/τ = 2πi/r_T(z,V) + ∫_arc dT/r(T,V).

Hence

t = πτ/√(ABη) + t0 + O(τ√η),

t0 = τ Re ∫_arc dT/r(T,V*).

The first term is the leading delay; quadrature means direct integration of τ dT/r.

The example is a film of thickness d = 20 nm and radius 50 nm, with R = 1.5 × 10⁶ K/W, volumetric heat capacity 3 × 10⁶ J/(m³ K), τ = 0.707 ns, T0 = 300 K, Te = 450 K, V* = 1.0342 V, T* = 345.1 K, I* = 29.1 μA, m = 4.901, A = 221.2 K per τ and B = 0.00818 per K per τ. With a 200 Ω series load, overvoltage is measured from the turning voltage of the complete circuit.

In the example the arc is a semicircle of radius 75 K centred at 375 K. At one percent overvoltage the upper zero is at 342.8 + 16.2i K, close to the first estimate 345.1 + 16.4i K. The residue and arc together reproduce the quadrature delay to better than 10⁻⁶ τ.

The constant is t0 = −4.02τ = −2.84 ns. Most of it can be traced to the ends of the path. The leading term integrates the parabola over all u, whereas the real path stops 45.1 K below T* and 104.9 K above it. For the parabola alone, the missing tails at η = 0 amount to

−(1/B)(1/45.1 + 1/104.9) = −3.87,

in units of τ. The remaining −0.15 comes from the departure of r from its parabola.

At 0.01 percent overvoltage the quadrature delay is 162.2 ns, while the leading term alone gives 165.1 ns. At one percent, the leading term gives 16.51 ns, and adding the constant gives 13.67 ns, against 13.59 ns by quadrature. At ten percent the three numbers are 5.22, 2.38 and 2.46 ns. There the leading term is more than twice the delay, although the two-term result is still within about 3 percent of it. The remainder has changed sign between one and ten percent, so its √η term alone cannot describe this range.

Between overvoltages of 4 × 10⁻⁵ and 10⁻⁵, the remainder goes from −0.0122τ to −0.0062τ, so its size falls by close to the factor of two expected of √η. The delay minus t0 has a logarithmic slope of −0.50002 over the same interval. The constant matters when an exponent is read from delays. From one percent to 0.1 percent the delay rises from 13.59 to 49.32 ns, and the slope of the uncorrected delay is −0.56. The excess over one half is caused here by the negative constant, with no change in the underlying law.

So far the film has had one temperature across its width. Whether current gathers into a filament during the delay depends on how lateral differences grow. Suppose that the voltage is the same everywhere between the electrodes, current flows straight through the film, and the thermal conductance to the surroundings per area is uniform. With lateral thermal diffusivity D, each place obeys

τ ∂T/∂t = r(T,V) + τD∇²T,

where ∇² acts in the plane of the film. Let the uniform path be T̄(t), and add a small ripple δ(t)φ, with ∇²φ = −q²φ and no heat flow through the rim. Linearizing gives

τ dδ/dt = [r_T(T̄,V) − τDq²] δ.

The rate on the uniform path itself obeys τ dr/dt = r_T τ dT̄/dt = r_T r, since V is constant. The first contribution to ripple growth is therefore the same as the growth of r, and division of the two equations gives

δ(t)/δ(0) = [r(T̄(t),V)/r(T0,V)] exp(−Dq²t).

Without diffusion, a ripple is a small difference in starting time: a hotter place runs ahead by a fixed interval, so its temperature lead is proportional to the current rate of heating. Diffusion removes that lead throughout the delay. A long bottleneck gives it more time to do so.

The slowest uneven mode of a disc with an insulated rim has q = 1.841/radius. With a thermal conductivity of 1 W/(m K), the example has τDq² = 0.32. At one percent overvoltage, a ripple would be multiplied by 8.6 on arrival at 450 K if there were no lateral diffusion. The delay is 13.59/0.707 = 19.2 in units of τ, so diffusion supplies a factor exp(−0.3195 × 19.22) = 0.00215. The net factor is 0.0185.

A nonlinear calculation of the lateral heat equation tests the formula on a strip with the same q, divided into 40 cells and started with a ripple of 0.01 K. At four percent overvoltage, by the time the uniform path reaches 420 K, the ripple has been multiplied by 0.4873; the formula gives 0.4867.

This smoothing has limits. A ripple begins to grow when r_T exceeds τDq². At V* and near T*, r_T ≈ 2Bu, which puts the start of growth at roughly u = 0.32/(2 × 0.00818) ≈ 20 K. An overvoltage raises r_T at a given temperature, so growth then begins closer to T*; solving r_T = τDq² with the full rate at one percent overvoltage gives about 15 K above it. Growth therefore starts near the upper edge of the bottleneck, and a filament may form later in the runaway. In a wider cell diffusion is slower. Keep the film thickness and the product of thermal resistance and area fixed, so that τ, V* and the uniform path do not change. Then Dq² falls as the inverse square of the radius. The net factor at one percent overvoltage reaches unity when τDq² = ln(8.61)/19.2 = 0.112, that is, at a radius of 50 nm × √(0.3195/0.112) ≈ 84 nm. For a wider cell under these conditions, an initial ripple is larger on arrival at 450 K than at the start.

The formula concerns differences in the initial temperature. A permanent local difference in thickness or conductivity keeps creating new temperature differences during the delay, and the formula does not cover it.

Very close to the turning voltage the deterministic delay itself loses meaning, because the temperature fluctuates. A body of heat capacity C in thermal contact with its surroundings has an equilibrium temperature variance k_J T²/C, where k_J is Boltzmann's constant in J/K. In time measured in units of τ, a linear relaxation −u driven by white noise √(2Q)ξ has variance Q, where ξ has unit strength. Thus Q = k_J T*²/C reproduces the thermal variance. Use this noise strength at the turning point as an estimate, leaving out additional noise from the current and from traps:

du/dt′ = a + Bu² + √(2Q)ξ(t′),  a = Aη,  t′ = t/τ.

The mean time M(u) to escape to large positive u satisfies the backward equation

Q M″ + (a + Bu²) M′ = −1.

For N = −M′ this is N′ + [(a + Bu²)/Q]N = 1/Q. Let Φ(u) = au + Bu³/3. The solution that stays bounded at large negative u is

N(u) = (1/Q) ∫ exp{−[Φ(u) − Φ(w)]/Q} dw,

with w running from −∞ to u. The total mean passage time is the integral of N over all u. Put w = u − x, with x > 0. Completing the square gives

Φ(u) − Φ(u − x) = ax + Bx(u − x/2)² + Bx³/12.

The integral over u is now Gaussian and equals √[πQ/(Bx)]. There remains a single integral over x from 0 to ∞:

M = √[π/(BQ)] ∫ x^(−1/2) exp[−(ax + Bx³/12)/Q] dx.

If the cubic term is dropped, the integral is √(πQ/a), and M returns to π/√(aB), the noiseless result. With the cubic term, M remains finite even at a = 0. The important x is about Q/a, and the cubic term matters there when BQ²/a³ is of order one. Noise therefore rounds the divergence near

η_n = B^(1/3) Q^(2/3)/A.

For the example, the equilibrium root-mean-square fluctuation √Q is 0.059 K, and η_n is 0.0021 percent. At η_n the mean passage time is 0.935 of its noiseless value, a ratio that direct solution of the backward equation confirms to within 0.001. At ten times η_n the ratio is 0.9998.

For η well above η_n, expanding the cubic exponential to first order gives the ratio 1 − (5/32)(η_n/η)³. At the smallest overvoltage quoted for the example delays, 0.01 percent, η is 4.8 times η_n, and the mean is reduced by about 0.14 percent.

Single delays scatter much more than the mean shifts. A small displacement δu changes the remaining time by −δu/(a + Bu²), in units of τ, and the noise adds a variance 2Q dt′ to u in each interval dt′. For weak noise the variance of the delay is therefore the integral of 2Q/(a + Bu²)³ over u, which is 3πQ/(4a^(5/2)B^(1/2)). The standard deviation divided by the mean is √(3/(4π)) (η_n/η)^(3/4). This is about 15 percent at 0.01 percent overvoltage and about half a percent at one percent, so at the smaller overvoltage the quoted delay describes an average over many switching events.

Current noise can raise these figures. If electrons crossed the film independently, the fluctuations of the heating power would have a spectral density 2eI*V*², with e the elementary charge in coulombs. That is about 2.3 times the value 4k_J T*²/R for the thermal contact. Adding it would roughly double η_n. The still smaller overvoltages used above to measure the exponent test the deterministic equation. They do not describe what this cell would do with noise present.

The parameters are rough round values in the regime of a niobium dioxide threshold switch, a device that turns on at roughly one volt. The conductivity prefactor and thermal resistance are effective values and can differ widely between cells. The chosen end at 450 K lies far below the metallic transition of niobium dioxide, which is near 1100 K as a rough figure, so that transition plays no part in the delay calculated here. The field at turning is 0.52 MV/cm. Direct tunnelling through a triangular barrier of 0.40 eV, with the free-electron mass, has an exponent of 33, against 7.6 for thermal activation. The attraction of the charged centre thins the barrier and reduces the 33 to about 25, so on the exponents alone direct tunnelling is still negligible. Tunnelling of thermally excited electrons just below the top of the barrier is not included in the model; with the same mass, and with reflection above the top counted against it, it would raise the conductance at turning by roughly a quarter. Both estimates depend strongly on the mass, which is only assumed here: at 0.3 of the free-electron mass the exponent 25 falls to about 14 and the conductance at turning would roughly double. A parasitic capacitance of 1 pF behind 200 Ω charges with a time constant of 0.2 ns. The cell needs several time constants to come close to its final voltage. Leaving aside the resistive drop treated in the first half, a voltage that rises in this way lengthens the delay by about 0.5 ns, which is 4 percent at one percent overvoltage and 21 percent at ten percent.

The assumption of a single heat capacity is the least secure of those sized here. Two half-spheres of electrode material next to the film, each with the film's radius and volumetric heat capacity, hold 3.3 times the heat capacity of the film. If they followed the film's temperature fully, at unchanged R, then C, τ and every delay would be multiplied by 4.3, and the one-percent delay would become about 59 ns. This number is not a bound, and it can understate the effect greatly, because heat also spreads beyond the half-spheres. Suppose the 86 percent of R that lies outside the film comes from spreading out of a sphere of radius b = 50 nm into open material of the same volumetric heat capacity and diffusivity D′, which at the same steady R requires a conductivity of about 1.2 W/(m K). At constant power that part of the resistance lags its steady value by the fraction b/√(πD′t) at long times. A fractional shortfall in R offsets an overvoltage of that fraction divided by m, so the bottleneck does not open until 0.86 b/√(πD′t) falls below mη. This time grows as 1/η² and is about 0.6 μs at one percent overvoltage. Integrating the spreading model gives a delay of about 1.5 μs there, and about 0.3 μs if a heat sink lies 0.5 μm away. In open material its delay varies roughly as η to the power −1.7 to −1.8 between ten and 0.1 percent overvoltage. The film's interior is not uniform either: with uniform heating and both faces cooled, its mean temperature exceeds that of the faces by the power times d/(12κS), where κ is its thermal conductivity and S its area. This resistance is about 14 percent of R, which corresponds to some 6 K of the 45 K rise at turning. The delays in nanoseconds therefore belong to the one-temperature model, and so does the exponent −1/2: a real cell shows it only if its surroundings reach their steady temperature profile in a time short compared with the delay. Within that model, the inverse square root follows from a nondegenerate turning point passed at constant drive, at overvoltages small enough for the expansion and large enough to stand clear of noise. The remaining computed values are in the numerical output below.

Table of computed values

```
Film thickness 20 nm, radius 50 nm
Zero-field barrier 0.40 eV, fast permittivity 10
Conductivity prefactor 1500 S/cm, G0 = 0.05890 S
Thermal resistance 1.50e+06 K/W
Heat capacity per volume 3.0e+06 J/(m^3 K), kappa 1.0 W/(m K)
Ambient 300 K, switching temperature 450 K
Poole-Frenkel beta 0.16970 eV/V^0.5
Heat capacity 4.7124e-16 J/K, tau = 0.7069 ns
Turning voltage 1.034156 V, by minimisation 1.034156 V
Turning temperature 345.136 K, by minimisation 345.136 K
Barrier at turning 0.22742 eV, 4kT0 = 0.10341 eV
Current at turning 29.097 uA, power 30.090 uW
Voltage exponent m = 4.9013
A = 221.222 K per tau, by differences 221.222
B = 0.008180 1/K per tau, by differences 0.008180
Leading coefficient 2.33534 tau = 1.6508 ns
Constant term -4.01914 tau = -2.8410 ns
Overvoltage %, delay ns: quadrature, leading, leading + constant
  10.00  2.4603  5.2201  2.3792
  1.00  13.5881  16.5075  13.6666
  0.10  49.3223  52.2014  49.3604
  0.01  162.2209  165.0753  162.2344
Exponent after removing constant -0.500018
Remainders at eta 4e-5, 1e-5: -0.012223, -0.006201 tau
Complex zero at 1% over: 342.821 + 16.245 i K
Settled T at 1% under 330.840 K, leading formula 328.691 K
Ripple damping 0.3195 per tau
Ripple gain at 4% over, 420 K: strip 0.48732, formula 0.48673
Ripple gain at 1% over, 450 K: 0.01852; without diffusion 8.6083
Load 200 ohm: turning source voltage 1.040088 V at 346.910 K
Load shift of turning voltage 0.5736 %
Loaded leading coefficient 2.41270 tau
Loaded delay at source 1.044498 V: 23.1912 ns
Load times 1 pF: 0.200 ns
Turning voltage at 358 K ambient 0.80831 V, temperature 419.20 K
Turning-voltage shift per +1 K ambient -0.4506 %
Rms thermal fluctuation 0.0591 K
Noise rounding overvoltage 0.002096 %
Noisy/noiseless delay there 0.9351, at 10 times 0.9998
Internal/total thermal resistance 0.1415
Electrode half-spheres/film heat capacity (equal c) 3.333
Field at turning 0.5171 MV/cm
Tunnel exponent 33.42, thermal exponent 7.65
```
